# Volume, area and edge energies of relaxed Ge pyramids on Si(001)

A relaxed Ge pyramid of 45 atoms on a wetted Si(001) substrate costs 8.96 meV of elastic energy per atom. A pyramid of the same shape with 507 atoms costs 10.35 meV. Classical elasticity has no length scale: if shape and misfit are fixed and the substrate is infinite and uniform, the energy is proportional to volume and the two numbers should agree. Instead the larger pyramid costs 16 % more per atom than the smaller. Three things can break the scaling: the atomic layers at surfaces and edges, the wetting layer, whose thickness does not grow with the island, and the finite calculation cell. The task here is to remove the effect of the cell and to describe the size dependence that remains.

## A pyramid of fifteen atoms

Measure positions in quarters of the cubic lattice constant $a$. Diamond sites have either three even coordinates with $x+y+z\equiv0$ (mod 4), or three odd ones with $x+y+z\equiv3$. The top wetting layer is $z=0$. A pyramid of size $h$ (even) with 45° {101} facets holds the sites with

$$|x|\le h-z,\qquad |y|\le h-z,\qquad z\ge1 .$$

Take $h=4$. In layer 1, $x$ and $y$ come from $\{-3,-1,1,3\}$ with $x+y\equiv2$, which gives 8 atoms. Layer 2 has 4, layer 3 has 2 and layer 4 has 1, so $N=15$.

In general, layer $z$ has $(h-z+1)^2$ grid points of the right parity, half of them occupied up to rounding. Hence

$$N\simeq\sum_{m=0}^{h-1}\frac{(m+1)^2}{2}=\frac{h^3}{6}+\frac{h^2}{4}+\frac{h}{12}\simeq\frac{(h+\frac12)^3}{6}.$$

The last form reproduces the cubic and quadratic terms. A pyramid with base $B$ and height $B/2$ has volume $B^3/6$, and a Ge atom occupies $\Omega=a_{\rm Ge}^3/8$. Setting $B^3/6=N\Omega$ gives the equimolar base

$$B=(h+\tfrac12)\,a_{\rm Ge}/2 .$$

The same construction settles the broken bonds. Each added atom has two lower neighbours, displaced sideways by one unit. The allowed half-width also grows by one unit per layer downwards, so both neighbours are present. The atom brings four bond ends, and its two downward bonds use up four ends. The number of dangling ends does not change, for any $h$. Nearest-neighbour bond counting therefore assigns these pyramids no surface cost, and the force field below has no bond-breaking energy either. The fitted area and edge terms are elastic excesses; surface energy must be supplied separately.

## The force field on one atom

The Keating energy penalizes changes of bond lengths and angles:

$$E=\sum_{\rm bonds}\frac{3\alpha}{8d^2}(r^2-d^2)^2+\sum_{\rm angles}\frac{3\beta}{8d_1d_2}\Big(\mathbf r_1\!\cdot\mathbf r_2+\frac{d_1d_2}{3}\Big)^2 .$$

Here $d=\sqrt3a/4$ is the rest length. Mixed Si–Ge bonds use averaged parameters.

Stretch a bulk crystal along the cube axes and let $F_i$ be the squared stretches. With $s=a^2/16$, so that $d^2=3s$, every bond has $r^2-d^2=s(\sum_iF_i-3)$. Of the six angles at an atom, two give $s(F_i-F_j-F_k+1)$ for each axis $i$. An atom owns two bonds and six angles, so its energy is

$$e=\frac s8\Big[2\alpha\Big(\sum_iF_i-3\Big)^2+2\beta\sum_i(F_i-F_j-F_k+1)^2\Big].$$

For small strains $F_i=1+2\epsilon_i$. Dividing by $\Omega$, with $s/(8\Omega)=1/(16a)$, gives the energy density

$$u=\frac{1}{2a}\Big[(\alpha+3\beta)\sum_i\epsilon_i^2+2(\alpha-\beta)\sum_{i<j}\epsilon_i\epsilon_j\Big].$$

Thus $C_{11}=(\alpha+3\beta)/a$ and $C_{12}=(\alpha-\beta)/a$, which invert to

$$\alpha=\frac a4(C_{11}+3C_{12}),\qquad \beta=\frac a4(C_{11}-C_{12}).$$

Rough typical values for Ge, $a=0.5658$ nm, $C_{11}=129$ GPa and $C_{12}=48$ GPa, give $\alpha=38.62$ N/m and $\beta=11.46$ N/m. With two parameters used up, the shear modulus is a prediction: straining a bulk Ge cell and relaxing its sublattices gives $C_{44}=62.5$ GPa, 6.8 % below a rough typical 67 GPa.

Now clamp Ge to the Si lattice in the plane. Both in-plane values become $F=(0.5431/0.5658)^2=0.9214$, while the normal value $G$ is free:

$$e=\frac s8\big[2\alpha(2F+G-3)^2+2\beta(G-2F+1)^2+4\beta(1-G)^2\big].$$

Setting the derivative with respect to $G$ to zero and dividing by 4 gives

$$\alpha(2F+G-3)+\beta(G-2F+1)-2\beta(1-G)=0,$$

$$G=\frac{\alpha(3-2F)+\beta(1+2F)}{\alpha+3\beta}=\frac{44.69+32.58}{73.00}=1.0585 .$$

The normal stretch is $\sqrt G=1.0288$. The three terms in the bracket are 0.753, 1.067 and 0.157 N/m. Multiplying their sum by $s/8=0.00250$ nm² and by 6.2415 eV/nm² per N/m gives 30.9 meV per atom. Adding one monolayer to a relaxed flat slab costs the same 30.86 meV per atom. The corresponding density is $w_{\rm film}=1.363$ eV/nm³; linear elasticity gives 1.419, about 4 % more. This softening belongs to the model, whose energy here is exactly quadratic in $F_i-1$. Real Ge stiffens under compression: rough typical third-order elastic constants give about 35 meV per atom (1.55 eV/nm³), so the model probably underestimates the film energy of the real material by some 10–15 %.

## Relaxing the pyramid

The slab has Si below, three Ge monolayers above, and the pyramid on top. Its lateral period is fixed to Si and its two lowest layers are clamped. Interfaces are sharp, surfaces are unreconstructed, and there are no dislocations or thermal motion. The island energy is

$$E_{\rm isl}=E({\rm slab\ with\ pyramid})-E({\rm flat\ wetted\ slab}),$$

with equal cells and depths. It includes the strain that the island induces in the wetting layer and the substrate.

Write all bond vectors as $\mathbf r=\mathbf R+D\mathbf u$, where $D$ subtracts the displacements of the two bonded atoms. Let $q$ denote the quantity squared in each energy term and $k$ its prefactor. Differentiating $kq^2$ with respect to a bond vector gives $4kq\,\mathbf r$ for a bond, and $2kq$ times the partner vector for an angle. Collect these scalars in a symmetric matrix $K$. The gradient is then

$$\nabla_{\mathbf u}E=D^{T}K\mathbf r .$$

A second differentiation of $kq^2$ gives $2k\nabla q\nabla q^T+2kq\nabla^2q$, so

$$H=J^TJ+(D^TKD)\otimes I_3 ,$$

where the rows of $J$ are $\sqrt{2k}\,\nabla q^T$. The first part is the stiffness of the springs; the second is the effect of existing stress. Each Newton step solves $H\,\delta\mathbf u=-\nabla E$ by conjugate gradients and is shortened if the energy would rise. For the 15-atom pyramid in a small cell, a separate L-BFGS minimization from randomly displaced positions reached the same energy within $10^{-11}$ eV.

## How the cell enters

For the 15-atom pyramid, cells of 6, 8 and 10 Si lattice constants, with depth increased in proportion, give 119.637, 119.335 and 119.226 meV. The successive drops are 0.302 and 0.109 meV, a ratio of 2.77.

This ratio points to a dipole interaction. An island exerts no net force on the substrate, so its leading far field is that of a force dipole $P$, proportional to misfit stress times volume. The displacement from a point force falls as $1/R$. Two dipoles involve two derivatives of that response, hence an energy proportional to $P^2/R^3$. Summed over periodic images,

$$E_{\rm int}\propto \frac{V^2}{L^3}.$$

A clamped bottom at depth proportional to $L$ preserves this law, because $L$ remains the sole length in the far-field response. The law predicts the ratio

$$\frac{6^{-3}-8^{-3}}{8^{-3}-10^{-3}}=2.81 .$$

The calculated ratio corresponds to an exponent of 2.95.

This decides how a size series should be run. In a fixed cell, the error grows as $B^6$ and bends the fitted curve. If $L$ grows in proportion to $B$, the error grows as $B^6/B^3=B^3$ and enters the volume coefficient, leaving the area and edge terms nearly untouched.

Depth needs its own comparison at fixed lateral size. For $h=6$ in a cell of 6 lattice constants, 6, 12 and 24 Si layers give 0.4238, 0.4082 and 0.4066 eV. The direction is understandable: a deeper slab could leave its extra layers unstrained, so its total minimum energy cannot be higher. This argument concerns the total energy; that the difference from the flat slab also falls is a calculated result. Going from 12 to 24 layers changes the energy by 0.4 %.

## The size series

The general procedure uses $h=6,8,10,12,14$, a cell of $h$ Si lattice constants and $2h$ Si layers. The cell is about 1.8 times the base, and the substrate is half as deep as the cell is wide.

The cell error is found at $h=8$. Widening the cell from 8 to 12 lattice constants, with proportional depth, lowers the energy by 7.48 meV. For an error $c/L^3$, this drop is the fraction $1-(8/12)^3=0.704$ of the error at $L=8$, which is therefore 10.6 meV. At this ratio of cell to base the law is only approximate: a third cell of 16 lattice constants gives an effective exponent of 2.7 and raises the estimate by about 0.3 meV. The other islands follow from the $B^6/L^3$ law. For $h=6$, the law predicts a drop of 3.54 meV on the same relative widening, against 3.27 meV calculated directly. The prediction is 9 % too large, but it concerns a correction of about 1 % of the island energy. For larger islands the law errs the other way: at $h=12$, direct widening gives a cell error of 35.9 meV instead of the scaled 31.8 meV. The isolated energies below are therefore uncertain by 0.1–0.2 % (8 meV for the largest island). Widening each cell directly lowers the fitted volume coefficient from 0.521 to 0.519 eV/nm³ and moves the area coefficient from $-0.047$ to $-0.046$ eV/nm². Since depth and width were enlarged together, the correction covers both; the depth shift must not be subtracted again.

| $B$ (nm) | $N$ | Isolated energy (eV) | meV/atom |
|---:|---:|---:|---:|
| 1.839 | 45 | 0.4032 | 8.96 |
| 2.405 | 102 | 0.9642 | 9.45 |
| 2.970 | 192 | 1.8960 | 9.88 |
| 3.536 | 325 | 3.2924 | 10.13 |
| 4.102 | 507 | 5.2493 | 10.35 |

The rise per atom survives the correction, so the cell does not cause it.

## Fitting by hand, then by least squares

Start with volume and area terms alone. Dividing by $V=B^3/6$ gives a straight line in $6/B$:

$$\frac{E}{V}=e_V+e_A\frac6B .$$

For $B=2.970$ nm, $E/V=0.4342$ eV/nm³ at $6/B=2.020$ nm⁻¹. For $B=4.102$ nm, the values are 0.4563 and 1.463. The slope is

$$e_A=\frac{0.4342-0.4563}{2.020-1.463}\simeq-0.040\ {\rm eV/nm^2},$$

and the intercept is $e_V\simeq0.514$ eV/nm³. Applied to the smallest island, this line gives 0.399 eV instead of 0.403 eV, an error of 1 %. A third term is needed:

$$E=e_V\frac{B^3}{6}+e_AB^2+e_LB .$$

Minimizing the squared relative errors over all five islands gives

$$e_V=0.521\ {\rm eV/nm^3},\quad e_A=-0.047\ {\rm eV/nm^2},\quad e_L=0.013\ {\rm eV/nm}.$$

The largest residual is 0.012 %. Fitted to the four smaller islands, the law predicts the largest within 0.022 %; scaling the fourth by volume alone misses by 2.1 %. Without the cell correction, $e_V$ becomes 0.525 while $e_A$ stays at $-0.047$, as expected for similar cells.

The 15-atom pyramid was not fitted. At $B=1.273$ nm the three terms are $0.1791-0.0765+0.0160=0.1186$ eV. Extrapolating its two widest cells with the $L^{-3}$ law gives 0.1191 eV, so the fit is about 0.4 % low even there.

The opening numbers now have a reading. The large-size limit is $e_V\Omega=11.8$ meV per atom, 38 % of the flat-film value. Smaller islands lie below it because $e_A$ is negative. This coefficient collects every elastic effect that scales with area, including the missing angle springs at the surface and the strain change in the wetting layer of fixed thickness. The calculations here do not separate these contributions.

The size of $e_A$ also depends on where the surface is drawn. Put $B=B'+\delta$. Expanding the cube gives

$$e_V\frac{B^3}{6}=e_V\Big(\frac{B'^3}{6}+\frac{\delta B'^2}{2}+\frac{\delta^2B'}{2}+\frac{\delta^3}{6}\Big),$$

so $e_A'=e_A+e_V\delta/2$, while $e_V$ is unchanged. Using $ha_{\rm Ge}/2$ as the base means $\delta=a_{\rm Ge}/4=0.141$ nm and $e_A'=-0.010$ eV/nm². An area coefficient has meaning only together with its definition of $B$.

## What the edge term hides

At the foot of the island the solid fills an angle $\omega=180^\circ+45^\circ$. For an isotropic wedge, take the stress function $r^{\lambda+1}[A\cos(\lambda+1)\theta+C\cos(\lambda-1)\theta]$. Traction-free faces require the bracket and its derivative to vanish at $\theta=\omega/2$. With $p=(\lambda+1)\omega/2$ and $m=(\lambda-1)\omega/2$, a nonzero solution needs

$$(\lambda-1)\cos p\sin m-(\lambda+1)\sin p\cos m=0 .$$

Grouping terms gives $-\lambda\sin(p-m)-\sin(p+m)=0$, or

$$\sin\lambda\omega+\lambda\sin\omega=0,\qquad \lambda=0.674 .$$

Stress near the foot varies as $(r/B)^{\lambda-1}$ and energy density as its square. Integrated over a core of fixed atomic radius, this gives $B^{2-2\lambda}$ per unit edge length. Multiplying by the edge length gives $B^{3-2\lambda}=B^{1.65}$, not $B$.

Replacing the linear term by this power changes $e_V$ by 1 %, to 0.526, but moves $e_A$ to $-0.065$. It predicts the largest island to better than 0.001 %. That agreement is finer than the 0.1 % uncertainty of the energies, and one withheld size over a factor of 2.2 in $B$ does not establish the exponent. The volume coefficient is stable to about 1 % between the two forms; the split between area and edge is an effective description.

## Critical size and the real system

Let the island take its material from a thick strained film. This reference omits the extra binding of the first wetting layers, so it cannot predict the critical wetting thickness. The facets have area $B^2/\cos45^\circ$ and replace a base $B^2$. With $\Gamma=\sqrt2\gamma_f-\gamma_w$, $g=w_{\rm film}-e_V=0.842$ eV/nm³ and $S=e_A+\Gamma$,

$$\Delta E=-\frac g6B^3+SB^2+e_LB .$$

Here $e_L$ is negligible. Setting $-gB^2/2+2SB=0$ gives $B^*=4S/g$ and, on substitution, $\Delta E^*=SB^{*2}/3$.

Nearest-neighbour bond counting would give $\Gamma=0$ and practically no barrier, so the barrier rests on the surface energies assumed. Take round values $\gamma_f=\gamma_w=6$ eV/nm² (about 1 J/m²). Then $\Gamma=2.485$ and $S=2.438$ eV/nm², so $B^*=11.6$ nm and the barrier is 109 eV. Lowering $\gamma_f$ to 5 eV/nm² at fixed $\gamma_w$ gives 4.9 nm and 8.1 eV. The assumed surface energies, not the elastic fit, dominate the uncertainty. Both sizes extrapolate beyond the fitted bases.

Early Ge islands on Si(001) are shallow {105} huts, with bases of roughly tens of nanometres; the 45° pyramid is a steep model shape. Real growth also breaks the assumption of pure Ge. At 900 K, ideal half-and-half mixing lowers the free energy by 54 meV per atom, more than the film's 31 meV strain energy. If the source film and the island both have this composition, the misfit is roughly halved and $g$ falls to between a quarter and a third, raising $B^*$ three- to fourfold at fixed $S$. If the film stays pure Ge and only the island takes up Si from the substrate, the mixing free energy adds to the gain and $B^*$ falls instead. A surface stress of roughly 1 N/m adds a term of order 0.26 eV/nm², 11 % of $S$ in the first case and about a quarter in the second. It is also more than five times $|e_A|$: depending on its sign, it could strengthen or reverse the rise of the energy per atom with size, which is therefore a result for the elastic model without surface stress. Thermal mismatch over 600 K changes the misfit by roughly 4 %, hence $g$ by about 9 %. Finally, one pure edge dislocation would cancel the misfit along one ⟨110⟩ direction over about 24 Ge plane spacings, which match one more Si spacing. This is 9.6 nm at the Ge spacing used for $B$ (9.2 nm while held at the Si spacing). The base edges run along ⟨100⟩, so it is the diagonal of a 6.8 nm base. The estimate is geometric and is not an energy criterion for dislocation formation. The first critical size exceeds that base, so coherence cannot be taken for granted there. The numerical output follows.

## Calculated quantities

```
lattice constants Si, Ge: 0.5431, 0.5658 nm; misfit 4.18 %
input C11, C12 Si: 166, 64 GPa; Ge: 129, 48 GPa
alpha, beta Si: 48.61, 13.85 N/m; Ge: 38.62, 11.46 N/m
predicted C44 Si, Ge: 79.4, 62.5 GPa
Ge C44 error against rough typical 67 GPa: -6.8 %
Newton against L-BFGS energy gap: 4.9e-12 eV
film normal stretch: 1.02884
film energy, closed form and slab: 30.860, 30.860 meV/atom
film energy density, Keating and linear: 1.3630, 1.4194 eV/nm^3
wetting layer: 3 monolayers; excess broken bonds of every pyramid: 0
h=6: B=1.839 nm, N=45, cell 3.26 nm, E cell=0.4082 eV, E isolated=0.4032 eV, 8.96 meV/atom
h=8: B=2.405 nm, N=102, cell 4.34 nm, E cell=0.9748 eV, E isolated=0.9642 eV, 9.45 meV/atom
h=10: B=2.970 nm, N=192, cell 5.43 nm, E cell=1.9154 eV, E isolated=1.8960 eV, 9.88 meV/atom
h=12: B=3.536 nm, N=325, cell 6.52 nm, E cell=3.3242 eV, E isolated=3.2924 eV, 10.13 meV/atom
h=14: B=4.102 nm, N=507, cell 7.60 nm, E cell=5.2981 eV, E isolated=5.2493 eV, 10.35 meV/atom
depth test h=6, 6/12/24 Si layers: 0.42376, 0.40824, 0.40658 eV
depth shift from 12 to 24 layers: 0.408 %
lateral test h=4, sides 6/8/10 cells: 0.119637, 0.119335, 0.119226 eV
measured interaction exponent: 2.95 (dipole law 3)
energy drop for 1.5 times wider cell, h=6: 3.266 meV; scaled from h=8: 3.544 meV
energy drop for 1.5 times wider cell, h=8: 7.477 meV; full cell error 10.625 meV
cell error, smallest and largest island: 1.25, 0.93 %
fit, isolated islands: eV=0.5208 eV/nm^3, eA=-0.0472 eV/nm^2, eL=0.0126 eV/nm
fit, finite cells: eV=0.5247 eV/nm^3, eA=-0.0470 eV/nm^2, eL=0.0127 eV/nm
fit, without smallest: eV=0.5211 eV/nm^3, eA=-0.0475 eV/nm^2, eL=0.0130 eV/nm
largest fit residual: 0.012 %
wedge exponent lambda: 0.6736; edge-core power of B: 1.6528
fit with that power: eV=0.5259 eV/nm^3, eA=-0.0652 eV/nm^2, third=0.0287 eV/nm^p
error predicting largest island, three terms: -0.022 %
same with edge-core power: -0.000 %; volume law alone: -2.10 %
volume energy relative to flat film: 0.382
elastic gain over flat film: 0.8421 eV/nm^3
facet 6.0, wetting surface 6.0 eV/nm^2: net surface cost 2.485 eV/nm^2, critical B=11.58 nm, barrier=109.1 eV
facet 5.0, wetting surface 6.0 eV/nm^2: net surface cost 1.071 eV/nm^2, critical B=4.87 nm, barrier=8.1 eV
critical B, first case, fit without smallest island: 11.59 nm
base at which one misfit dislocation cancels misfit: 9.19 nm
ideal half-half mixing free energy at 900 K: 53.8 meV/atom
thermal mismatch over 600 K relative to misfit (rough): 4.3 %
surface stress 1 N/m times misfit (rough): 0.261 eV/nm^2
```
